# A Positive LDA Eigenvalue of O⁻ Does Not Mean Negative Affinity

## Definitions and the belief

The affinity of the oxygen atom is

$$A=E(\mathrm O)-E(\mathrm O^-),$$

so $A>0$ means that the anion has the lower total energy. Energies come from the local spin-density approximation (LDA), with Slater exchange and VWN correlation, without relativity and with the nucleus fixed. The effective potential vanishes far from the atom, which fixes the zero of the eigenvalues. Formulas are in atomic units; results are in eV and nm.

The atom is treated as spherical. Its minority-spin 2p shell holds $1+f$ electrons, shared equally by three orbitals. Thus $f=0$ is neutral O, with eight electrons, and $f=1$ is O⁻, with nine. The eigenvalue of this shell is $\varepsilon(f)$ and the total energy is $E(f)$. "Confined" describes an anion computed in a basis too compact to let charge leave.

The belief is this: the highest occupied LDA eigenvalue of O⁻ is positive, so the electron is unbound, so the affinity is negative.

Two sound ideas stand behind it. First, an orbital of positive energy in a potential that vanishes at infinity is not an ordinary bound state. Second, with the exact functional the highest eigenvalue does give the affinity. An open system with $8+f$ electrons is then a mixture of the two neighbouring integer systems, provided that the integer energies are convex in electron number:

$$E_{\rm exact}(f)=(1-f)E_{\rm exact}(0)+fE_{\rm exact}(1).$$

Its slope is $E_{\rm exact}(1)-E_{\rm exact}(0)=-A_{\rm exact}$ for every $0<f<1$. Since the slope is the highest eigenvalue, as shown next, $-\varepsilon=A_{\rm exact}$ as $f$ approaches 1 from below. The inference fails in LDA because the LDA slope is not constant.

## What the eigenvalue measures

Let orbital $\phi_i$ have occupation $n_i$, and let $h$ be the kinetic energy plus the nuclear attraction. The energy is

$$E=\sum_i n_i\langle\phi_i|h|\phi_i\rangle+E_{\rm H}[n]+E_{\rm xc}[n_\uparrow,n_\downarrow].$$

Let $F$ be $h$ plus the Hartree and exchange-correlation potentials of the spin concerned. Changing $n_j$ alters the energy directly and through the relaxation of all orbitals:

$$\frac{dE}{dn_j}=\langle\phi_j|F|\phi_j\rangle+\sum_i n_i\left(\left\langle\frac{d\phi_i}{dn_j}\middle|F\middle|\phi_i\right\rangle+\text{c.c.}\right).$$

The orbitals satisfy $F\phi_i=\varepsilon_i\phi_i$, so the bracket equals $\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/dn_j$. This is zero because the norm stays 1. What remains is Janak's relation, $dE/dn_j=\varepsilon_j$. It also holds in a fixed finite basis: the relaxation then stays inside the basis, where the projected eigenvalue equation applies.

Adding $df$ to the shell gives each of its three orbitals $df/3$. Therefore

$$\frac{dE}{df}=3\cdot\frac13\,\varepsilon(f)=\varepsilon(f),\qquad A=-\int_0^1\varepsilon(f)\,df.$$

The affinity is minus the average eigenvalue along the charging path. The anion's eigenvalue is the value at one end. A positive $\varepsilon(1)$ says that removing an infinitesimal amount of charge from the confined anion lowers the energy. It does not say that removing the whole electron does.

The eigenvalue rises along the path because of self-repulsion. First-order perturbation theory gives $d\varepsilon/df=\langle\phi|dF/df|\phi\rangle$. If the orbitals are frozen, the added density is that of the shell itself, and its Hartree potential raises $\varepsilon$. The local exchange-correlation potential lowers it, but in this calculation it does not cancel the rise.

## The number that refutes the belief

With a smallest p exponent of $0.020$ bohr$^{-2}$, held fixed along the whole path, the calculation gives

$$\varepsilon(0)=-7.411,\qquad \varepsilon(1/2)=-1.920,\qquad \varepsilon(1)=+2.082\ \text{eV}.$$

Simpson's rule with these three values already gives

$$A\approx\frac{7.411+4(1.920)-2.082}{6}=\frac{13.009}{6}=2.17\ \text{eV}.$$

A five-point integration gives 2.157 eV, and so does the direct difference of total energies. Reading $-\varepsilon(1)=-2.08$ eV as the affinity would therefore be wrong in sign, and wrong by 4.24 eV relative to the total-energy difference in the same basis. The confined values belong to this basis. Denser even-tempered sets of p functions with the same smallest exponent and ratios 2.0, 1.7 and 1.5 lower $\varepsilon(1)$ by 0.03, 0.08 and 0.15 eV and raise $A$ by 0.002, 0.004 and 0.008 eV. Both signs stay, but $\varepsilon(1)$ is fixed only to about a tenth of an eV.

The midpoint estimate, $-\varepsilon(1/2)=1.92$ eV, has the right sign but is 0.24 eV too small. The reason is the curvature of $\varepsilon(f)$. Between $f=0$ and $0.0469$ the slope is $(7.411-6.853)/0.0469=11.9$ eV per electron. Between $f=0.9531$ and 1 it is $(2.082-1.815)/0.0469=5.7$ eV per electron. The curve bends downward, so its average lies below its midpoint value. One contribution is the expansion of the shell as it fills. Its root-mean-square radius grows from 0.082 nm at $f=0$ to 0.128 nm at $f=1$, and the Hartree part of the frozen-orbital slope falls from 19.2 to 15.7 eV per electron. Exchange-correlation and orbital relaxation also affect the slope; their shares in the curvature were not separated.

## Where the ninth electron wants to go

The positive eigenvalue still carries a message: the confined anion is not the lowest LDA state of nine electrons. The energy along the path is stationary where

$$\varepsilon(f^*)=0,\qquad f^*=0.708.$$

Since $\varepsilon$ rises through zero there, this is a minimum. Its energy defines

$$A^*=E(0)-E(f^*)=-\int_0^{f^*}\varepsilon\,df=2.484\ \text{eV}.$$

The difference from the confined affinity is

$$A^*-A=\int_{f^*}^1\varepsilon\,df=2.484-2.157=0.327\ \text{eV}.$$

Replacing the curve by a straight line from zero to $\varepsilon(1)$ gives a triangle of area $\tfrac12(2.082)(1-0.708)=0.304$ eV. This is 7% below the integral, as expected for a curve that bends downward and so lies above its chord.

These two areas settle the apparent conflict. Starting from the confined anion, removal of the first 0.292 electron releases 0.327 eV. Removal of the other 0.708 costs 2.484 eV. Removing the whole electron thus costs $2.484-0.327=2.157$ eV.

It may seem that nine electrons cannot make use of a minimum at 8.708. They can, because an orbital may be divided in space. Write the radial function of the minority 2p shell, which holds two electrons in O⁻, as

$$u=\cos\theta\,u_{\rm in}+\sin\theta\,u_{\rm out},\qquad 2\cos^2\theta=1+f.$$

The inner part holds $1+f$ electrons and the outer part holds $2\sin^2\theta=1-f$. The number of electrons in the orbital shell has not changed.

Now spread the outer part by a length factor $1/\lambda$, with $\lambda\to0$. Its overlap with the inner part vanishes, and the cross terms in the density and the kinetic energy vanish with it. The remaining energies scale as follows.

- The kinetic energy of the outer part contains two derivatives and scales as $\lambda^2$.
- Its Coulomb energies, both with itself and with the remaining ion of charge $-f$, contain an inverse distance and scale as $\lambda$.
- Its exchange energy is proportional to $\int n^{4/3}d^3r$. With $n\propto\lambda^3$ and volume $\propto\lambda^{-3}$, this scales as $\lambda^4\lambda^{-3}=\lambda$. The correlation energy per electron also tends to zero at low density.

The total therefore tends to $E(f)$, and the best choice is $f=f^*$. At small finite $\lambda$, moving charge from the outside to the inside changes the energy by $\varepsilon(f)-\varepsilon_{\rm out}$ per electron. This must vanish at the minimum. Since $\varepsilon_{\rm out}\to0$, the occupied eigenvalue is drawn to zero. When the confined eigenvalue is clearly positive, a value close to zero in a very wide basis is thus a sign of partial escape, not of a weakly bound whole electron.

## How a finite basis holds the electron

The first infinitesimal bit of charge can move to a region that overlaps little with the inner shell only if the basis offers a state there at an energy below $\varepsilon(1)$. Consider one p Gaussian, with radial factor $r e^{-\alpha r^2}$. It is an eigenfunction of a harmonic oscillator of frequency $2\alpha$ and energy $\tfrac52(2\alpha)=5\alpha$. Half of that energy is kinetic:

$$\langle T\rangle=\frac{5\alpha}{2}.$$

Radial integration with the weight $r^4e^{-2\alpha r^2}$ gives

$$R^2=\langle r^2\rangle=\frac{5}{4\alpha},\qquad
\left\langle\frac1r\right\rangle=\frac{4\sqrt{2\alpha}}{3\sqrt\pi}=\frac{1.19}{R}.$$

The first bit of charge to leave sees an ion of charge $-1$. Treat that ion as a point and neglect exchange and correlation. Substituting $\alpha=5/(4R^2)$, and using $\hbar^2/m=0.0762$ eV nm² and $e^2/4\pi\epsilon_0=1.44$ eV nm, the outside energy is

$$\varepsilon_{\rm out}\approx\frac{25}{8}\frac{0.0762}{R^2}+\frac{1.19(1.44)}{R}
=\frac{0.238}{R^2}+\frac{1.71}{R}\ \text{eV},$$

with $R$ in nm. For $R=0.418$ nm this is 5.5 eV, far above the 2.08 eV of the confined shell. For $R=0.725$ nm it is 2.8 eV, still too high. For $R=1.255$ nm it is 1.5 eV, and escape should set in.

Direct minimization with nine electrons shows a marked loss of charge from a sphere of 1 nm at this reach, but escape begins earlier than the estimate says. The sphere still contains about nine tenths of a function with $R=0.725$ nm, so it hides charge that has moved into that function. The third decimal of the electron count in the 0.725 and 1.255 nm rows depends on where the radial grid cuts the sphere, by about 0.005. The s functions and the tighter p functions are held fixed while more diffuse p functions are added. In every row the energy of the neutral atom is the one found with the 0.418 nm basis:

| Reach $R$ (nm) | $A$ (eV) | $\varepsilon$ (eV) | Electrons within 1 nm |
|---:|---:|---:|---:|
| 0.242 | 2.103 | 2.441 | 9.000 |
| 0.418 | 2.157 | 2.082 | 9.000 |
| 0.725 | 2.194 | 1.482 | 8.986 |
| 1.255 | 2.305 | 0.706 | 8.784 |
| 6.521 | 2.457 | 0.093 | 8.712 |
| 33.886 | 2.479 | 0.015 | 8.708 |

At $R=0.725$ nm the eigenvalue has already fallen by 0.60 eV and the affinity has risen by 0.04 eV. About 0.12 electron then lies beyond 0.5 nm, against 0.01 at $R=0.418$ nm and 0.24 at $R=1.255$ nm, so part of the escape has already happened. The estimate misses this early change. It neglects exchange and correlation, which lower the energy of the outer function by about 0.5 eV at this reach, and it does not let that function combine with the shell or with the other p functions. Including both in the fixed potential of the confined anion lowers the eigenvalue by only about 0.06 eV, but it leaves two levels, at 2.03 and 2.13 eV, on either side of $\varepsilon(1)$: this basis already offers an outer state at about the threshold energy. The rest of the fall appears when the potential is allowed to change with the density.

With growing reach, the affinity approaches 2.484 eV, the eigenvalue approaches zero, and the nearby charge approaches $8+f^*=8.708$. These limits were found beforehand from the charging curve, so the agreement tests the argument about the divided orbital. There is also a control. An atom with $f=0.608$, below $f^*$, has a negative eigenvalue and should hold its charge unaided. Giving it the widest basis lowers its energy by 0.0000 eV to the printed precision.

The first two rows show a trap. Their affinities differ by only 0.05 eV, and both keep nine electrons near the atom. That looks like convergence, yet the affinity is still 0.33 eV below its dispersed limit. The eigenvalue of about 2 eV gives the warning that the small change in total energy does not.

## What a positive affinity does not prove

The opposite inference, that a positive affinity shows LDA to bind the whole ninth electron, is also false. Suppose that $\varepsilon(f)$ rises steadily and that charge may escape. If $\varepsilon(0)<0$, the integrand in $A^*$ is negative from 0 to $f^*$, and $A^*$ is positive whatever happens beyond $f^*$. It shows that the neutral atom accepts some charge, not that it accepts a full electron.

Three cases follow for a rising curve:

- If $\varepsilon(1)<0$, the whole electron is held against escape to a dispersed state, and $A>0$.
- If $\varepsilon(0)<0<\varepsilon(1)$, part of it escapes when the basis permits. The confined affinity may have either sign, depending on the two areas. Oxygen belongs here, with $A>0$.
- If $\varepsilon(0)>0$, the eigenvalue is positive along the whole path and the confined affinity is negative. The sign inferred in the belief is then correct.

The limit $A^*$ itself needs a qualification, because LDA lets even an isolated fraction $g$ of an electron bind itself. Under the scaling above, and keeping exchange only, such a cloud has energy

$$E_{\rm cloud}=t g\lambda^2-\left(bg^{4/3}-ag^2\right)\lambda,$$

where $t$, $b$ and $a$ are positive constants for its kinetic, exchange and Hartree energies. For small enough $g$ the bracket is positive. Setting the derivative to zero gives $\lambda=(bg^{4/3}-ag^2)/(2tg)$ and

$$E_{\rm cloud}=-\frac{(bg^{4/3}-ag^2)^2}{4tg}<0.$$

For the escaped 0.292 electron, a Gaussian cloud with LDA correlation included binds itself by 0.073 eV. Since the Gaussian is a trial shape, the true self-binding is at least this large. Such a cloud can be placed so far from the ion that their repulsion is negligible. The value 2.484 eV therefore belongs to a dispersed outer part. If the atom is kept spherical but the outer part may take any form, the LDA affinity is larger by at least about 0.07 eV. This spurious effect strengthens the refutation.

## The real atom, and oxygen near a metal

The spherical model can be set beside an ordinary calculation. In the aug-cc-pVTZ basis, a single determinant with unequally filled p orbitals gives $A=2.05$ eV and an anion eigenvalue of $+2.45$ eV. The spherical values in that basis are 2.11 and $+2.45$ eV. Averaging over directions thus moves the affinity by 0.06 eV and leaves both signs unchanged. In the larger aug-cc-pVQZ basis the single determinant gives 2.06 and $+2.38$ eV.

The measured affinity is roughly 1.5 eV, and the real ion holds its whole electron. LDA overestimates the affinity by roughly 0.6 eV in a compact basis and by roughly 1 eV in the dispersed limit. The compact result lies closer to measurement because confinement withholds part of an unphysical energy gain. That is a cancellation of errors, not basis-set convergence.

During the oxidation of a metal, the oxygen ion is not isolated. For an ion of charge $-q$ at distance $z$ from an ideal conductor, the image energy is $-q^2(1.44)/(4z)$ eV, with $z$ in nm. Its derivative shifts the eigenvalue by $-q(1.44)/(2z)$ eV. At an illustrative $z=0.3$ nm and $q=1$, the total energy falls by 1.2 eV and the eigenvalue by 2.4 eV, enough to make the confined value of 2.08 eV negative. The classical formula is rough at such a distance. The metal also replaces vacuum as the place to which charge can go, so the eigenvalue must be compared with the Fermi level instead of zero.

For the free anion, a compact-basis affinity is best reported together with its eigenvalue. If that eigenvalue is positive, the affinity belongs to a confined state, and adding diffuse functions while watching the charge near the atom shows how much of the electron LDA holds. The numerical output lists the computed points of the charging path and one further basis, with a reach of 2.174 nm.

## Table of computed values

```
Spherical LDA, smallest p exponent 0.020 bohr^-2
eps(0), neutral O: -7.411 eV
eps(f) at f = 0.0469: -6.853 eV
eps(f) at f = 0.2308: -4.747 eV
eps(f) at f = 0.5000: -1.920 eV
eps(f) at f = 0.7692: 0.510 eV
eps(f) at f = 0.9531: 1.815 eV
eps(1), confined O-: 2.082 eV
A from total energies: 2.157 eV
A from integrated eigenvalue: 2.157 eV
Midpoint estimate -eps(1/2): 1.920 eV
f_star where eps = 0: 0.708 electrons
Escaped fraction 1 - f_star: 0.292 electrons
A_star, dispersed escape limit: 2.484 eV
A_star - A: 0.327 eV
Triangle estimate of A_star - A: 0.304 eV
Nine electrons against reach of most diffuse p function:
rms reach (nm) | A (eV) | eps (eV) | electrons within 1 nm
    0.242 | 2.103 | 2.441 | 9.000
    0.418 | 2.157 | 2.082 | 9.000
    0.725 | 2.194 | 1.482 | 8.986
    1.255 | 2.305 | 0.706 | 8.784
    2.174 | 2.389 | 0.345 | 8.730
    6.521 | 2.457 | 0.093 | 8.712
   33.886 | 2.479 | 0.015 | 8.708
Control charge f: 0.608 electrons
Control: energy gained from wide basis: 0.0000 eV
Self-binding of isolated escaped cloud: 0.073 eV
Radial minus 3D code, O- energy: 0.0000 eV
Radial minus 3D code, O- eigenvalue: 0.0005 eV
aug-cc-pVTZ spherical: A = 2.111 eV, eps(O-) = 2.446 eV
aug-cc-pVTZ determinant: A = 2.051 eV, eps(O-) = 2.449 eV
Determinant minus spherical energy, O: -0.105 eV
Determinant minus spherical energy, O-: -0.044 eV
```
